\section*{Wind Valence of a Copper Vacancy from Jellium Resistivity Scaling}

\section{Problem}

An electric field $\mathbf E=E\hat{\mathbf z}$ drives a current through copper that contains a few vacancies. Electrons scattered by a vacancy hand momentum to it. The resulting mean force, the wind force, is expressed through a wind valence $Z_w$,
\begin{equation}
 F_{\rm wind}=Z_w eE,\qquad e>0 .
 \label{eq:def}
\end{equation}
The direct force of the field on the charges of the defect is a separate contribution and is left out.

Treat copper as jellium with one conduction electron per atom, and the vacancy as a fixed, spherical, elastic scatterer. The resistivity is $\rho=1.7$ microohm cm, and vacancies add 1.3 microohm cm per atomic percent.

\begin{enumerate}
\item Express $Z_w$ through the transport cross section of the vacancy and the electron mean free path.
\item Eliminate both in favour of resistivities, and show that the data give $Z_w$ near $-76$.
\item State which object this force acts on, and how the number changes with vacancy concentration and host resistivity.
\end{enumerate}

The algebra uses atomic units, $\hbar=m=e=1$, so that the electron charge is $-1$ and velocity equals wavevector. Let $n$ be the number of conduction electrons per volume, $N$ the number of atoms per volume, and $c$ the atomic fraction of vacancies.

\section{Hints}

\begin{enumerate}
\item An electron deflected through an angle $\theta$ loses the fraction $1-\cos\theta$ of its momentum along the incident direction. Average this loss over the differential cross section.
\item A filled Fermi sphere centred at $\mathbf k=0$ exerts no net force. What matters is the small shift of the sphere caused by the field.
\item The momentum given to the vacancies is momentum lost by the electrons. The same cross section therefore fixes both the force and the added resistivity.
\item One atomic percent is $c=0.01$, not $c=1$.
\end{enumerate}

\section{Solution}

\subsection{Force from one incident direction}

Let electrons of wavevector $\mathbf k$ arrive with unit density. Their flux is $k$, and the rate of scattering into the solid angle $d\Omega$ is $k|f(\theta)|^2d\Omega$, where $f$ is the scattering amplitude. Each event transfers the momentum $k(1-\cos\theta)$ along $\hat{\mathbf k}$. The transverse parts cancel, because a spherical scatterer deflects equally to all sides. The force on the scatterer is therefore
\begin{equation}
 \mathbf F_{\mathbf k}=k\,\sigma_{\rm tr}\,\mathbf k,\qquad
 \sigma_{\rm tr}=\int(1-\cos\theta)|f(\theta)|^2\,d\Omega .
 \label{eq:onek}
\end{equation}
Since $\sigma_{\rm tr}\geq0$, the force points along the electron motion whether the potential repels or attracts electrons.

The exclusion principle does not change this expression. The net transfer contains the factor $f_{\mathbf k}(1-f_{\mathbf k'})$, where $f_{\mathbf k}$ is now an occupation. The product $f_{\mathbf k}f_{\mathbf k'}$ is symmetric under exchange of initial and final states, and so is the elastic scattering rate, while the transferred momentum $\mathbf k-\mathbf k'$ changes sign. The product term thus sums to zero.

\subsection{Force from the drifting Fermi sphere}

The field exerts the force $-E$ on each electron. For an isotropic relaxation time $\tau$, the stationary Boltzmann equation to first order in $E$ is
\begin{equation}
 -E\,\frac{\partial f_0}{\partial k_z}=-\frac{\delta f}{\tau}
 \quad\Longrightarrow\quad
 \delta f=E\tau\,\frac{\partial f_0}{\partial k_z}.
\end{equation}
A sphere shifted by $v_d$ has $\delta f=-v_d\,\partial f_0/\partial k_z$, so the drift velocity is
\begin{equation}
 v_d=-E\tau .
 \label{eq:drift}
\end{equation}
With $\varepsilon=k^2/2$ we have $\partial f_0/\partial k_z=k_z\,\partial f_0/\partial\varepsilon$. At low temperature compared with the Fermi energy, $-\partial f_0/\partial\varepsilon=\delta(\varepsilon-\varepsilon_F)=\delta(k-k_F)/k_F$. Hence
\begin{equation}
 \delta f=v_d\,k_z\,\frac{\delta(k-k_F)}{k_F}.
\end{equation}
Summing the $z$ component of \eqref{eq:onek} over both spins gives
\begin{align}
 F_{\rm wind}
 &=2\int\frac{d^3k}{(2\pi)^3}\,\delta f\,k\sigma_{\rm tr}k_z \nonumber\\
 &=\frac{v_d}{4\pi^3}\int_0^\infty k^2dk\,
   \frac{\delta(k-k_F)}{k_F}\,k^3\sigma_{\rm tr}
   \int\cos^2\theta_k\,d\Omega_k \nonumber\\
 &=\frac{v_d}{4\pi^3}\,\frac{4\pi}{3}\,k_F^4\sigma_{\rm tr}
  =n\,k_F\sigma_{\rm tr}\,v_d ,
 \label{eq:force}
\end{align}
where the last step uses $n=k_F^3/(3\pi^2)$. Inserting \eqref{eq:drift} and comparing with \eqref{eq:def},
\begin{equation}
 Z_w=-n\lambda\sigma_{\rm tr},\qquad \lambda=k_F\tau .
 \label{eq:tube}
\end{equation}
This answers the first question. The magnitude of $Z_w$ is the number of conduction electrons in a tube whose length is the mean free path and whose cross section is $\sigma_{\rm tr}$. The minus sign says that the force follows the electrons, against the field.

\subsection{The same cross section in the resistivity}

There are $cN$ vacancies per volume. By \eqref{eq:force} they take momentum from the electrons at the rate $cN\,nk_F\sigma_{\rm tr}v_d$ per volume. The electrons carry the momentum density $nv_d$. Dividing the first by the second gives the relaxation rate due to vacancies, $cNk_F\sigma_{\rm tr}$. If the vacancies scatter independently of one another and of the host processes, the rates add:
\begin{equation}
 \frac1\tau=\frac1{\tau_0}+cNk_F\sigma_{\rm tr}.
\end{equation}
The current density is $j=-nv_d=n\tau E$, so
\begin{equation}
 \rho=\frac1{n\tau},\qquad
 \frac{d\rho}{dc}=\frac Nn\,k_F\sigma_{\rm tr}.
 \label{eq:rho}
\end{equation}
From \eqref{eq:rho}, $k_F\sigma_{\rm tr}=(n/N)\,d\rho/dc$ and $\tau=1/(n\rho)$. Equation \eqref{eq:tube} becomes
\begin{equation}
 Z_w=-n\,(k_F\sigma_{\rm tr})\,\tau
 =-n\,\frac nN\frac{d\rho}{dc}\,\frac1{n\rho}
 =-\frac nN\,\frac{1}{\rho}\frac{d\rho}{dc}.
 \label{eq:scaling}
\end{equation}
Both resistivities carry the same unit, so the result is a pure number. The cross section and the Fermi velocity have cancelled.

A momentum budget gives the same formula. The field supplies the momentum $-nE$ per volume and time. Vacancies receive the share $c(d\rho/dc)/\rho$ of it, because resistivities add in proportion to relaxation rates. Division by the $cN$ vacancies gives a force $-(n/N)(d\rho/dc)E/\rho$ on each.

\subsection{Numbers}

Per unit atomic fraction the vacancy resistivity is
\begin{equation}
 \frac{d\rho}{dc}=\frac{1.3}{0.01}=130\ \text{microohm cm}.
\end{equation}
With $n/N=1$,
\begin{equation}
 Z_w=-\frac{130}{1.7}=-76.5 ,
 \label{eq:number}
\end{equation}
which is the required value near $-76$. The input has two significant figures, so the decimal serves only for comparison with the values below.

To see where so large a number comes from, take an fcc lattice parameter of 3.6 angstrom. Four electrons per cubic cell give $n=4/3.6^3=0.0857$ per cubic angstrom and $k_F=(3\pi^2n)^{1/3}=1.364$ per angstrom. The atomic unit of resistivity, $\hbar a_0/e^2$ with the Bohr radius $a_0=0.5292$ angstrom, is 21.74 microohm cm. Since $\lambda=k_F/(n\rho)$ in atomic units, restoring the length unit gives
\begin{equation}
 \lambda=\frac{k_F}{n}\,\frac{1}{a_0\,(1.7/21.74)}
 =\frac{1.364/0.0857}{0.5292\times0.0782}
 \approx 385\ \text{angstrom}.
\end{equation}
The vacancy resistivity corresponds through \eqref{eq:rho} to $\sigma_{\rm tr}=2.32$ square angstrom. This is an area of atomic size, and the tube in \eqref{eq:tube} holds $0.0857\times385\times2.32\approx77$ electrons, in agreement with \eqref{eq:number} within the rounding of the factors. The valence is large because the mean free path is long, not because the vacancy carries a large charge.

At a current density of $10^6$ A/cm$^2$ the field is $\rho j=1.7$ V/cm, or $1.7\times10^{-8}$ V/angstrom. The wind force is then
\begin{equation}
 F_{\rm wind}=-76.5\times1.7\times10^{-8}
 =-1.3\times10^{-6}\ \text{eV/angstrom}.
\end{equation}
Acting over one lattice parameter, a force of this size does work of about $5\times10^{-6}$ eV. That is far below the thermal energy at room temperature, roughly 0.03 eV, so on the scale of a single jump the force is a weak bias on thermal motion.

\subsection{What the number refers to}

The force in \eqref{eq:force} is the total momentum transferred to the vacancy-centred scattering potential. That potential includes the disturbance of the surroundings of the empty site. Copper moves by the jump of a neighbouring atom into the vacancy, and the driving force for this jump is the force on that atom along its path. During the jump the scattering configuration changes, and the momentum is shared between the moving atom and its neighbours. The resistivity of a vacancy at rest determines neither effect. The sign needs the same care. A vacancy moves opposite to the atom that jumps into it, so an atom pushed along the electron flow carries the vacancy against that flow. The minus sign in \eqref{eq:tube} does not give the direction in which vacancies drift. The value $-76$ is therefore not the effective valence for copper transport, which also contains the direct force.

The number also belongs to a particular $\rho$. In this model $d\rho/dc$ does not depend on the host relaxation rate, so $Z_w$ is inversely proportional to the total resistivity. If the host resistivity rises fourfold to 6.8 microohm cm, for instance by heating, then
\begin{equation}
 Z_w=-\frac{130}{6.8}=-19.1 .
\end{equation}
The vacancies themselves also shorten the mean free path. If 1.7 microohm cm is the resistivity without vacancies, one atomic percent of them raises the total to 3.0 microohm cm, and $Z_w=-130/3.0=-43.3$. As $c\to0$ the value returns to \eqref{eq:number}. One atomic percent is only an illustration: the equilibrium vacancy fraction in copper stays below about $10^{-3}$ even at the melting point, so for thermal vacancies this correction is small. For a perfect host, $\rho\to c\,d\rho/dc$, and \eqref{eq:scaling} gives $Z_w\to-n/(cN)$: the vacancies then share the whole momentum supplied by the field.

\section{Variation 1: no measured vacancy resistivity}

\textbf{Question.} Replace the vacancy by a spherical barrier of height $V_0$ whose radius $a$ is that of a sphere holding one electron. Fix $V_0$ by screening alone and predict $Z_w$ for $\rho=1.7$ microohm cm.

\textbf{Solution.} The radius is $a=[3/(4\pi n)]^{1/3}=1.407$ angstrom. Outside the barrier the radial wave is $\cos\delta_l\,j_l(kr)-\sin\delta_l\,y_l(kr)$, with spherical Bessel functions and phase shift $\delta_l$. Inside it is $j_l(qr)$ with $q^2=k^2-2V_0$. Equal logarithmic derivatives at $r=a$ require
\begin{equation}
 \tan\delta_l=\frac{k\,j_l'(ka)-L_l\,j_l(ka)}{k\,y_l'(ka)-L_l\,y_l(ka)},
 \qquad L_l=q\,\frac{j_l'(qa)}{j_l(qa)} .
\end{equation}

The screening condition follows from counting states in a large sphere of radius $R$. The wave must vanish there, so $kR-l\pi/2+\delta_l=p\pi$ with integer $p$. The barrier changes the number of levels below $k_F$ by $\delta_l(k_F)/\pi$ for each of the $2(2l+1)$ spin and angular states. A missing ion of charge $+1$ must be screened by the removal of one electron:
\begin{equation}
 \frac2\pi\sum_l(2l+1)\,\delta_l(k_F)=-1 .
\end{equation}
Numerical root finding gives $V_0=6.31$ eV, below the Fermi energy of 7.09 eV. The first phase shifts are $\delta_0=-0.7703$, $\delta_1=-0.2126$ and $\delta_2=-0.0295$.

For the cross section, insert $f=k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta)$ into \eqref{eq:onek}. Orthogonality of the $P_l$, and the recurrence $(2l+1)\cos\theta\,P_l=(l+1)P_{l+1}+lP_{l-1}$, give
\begin{align}
 \sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l\big[&(2l+1)\sin^2\delta_l\nonumber\\
 &-2(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})\big].
\end{align}
Write $2l+1=(l+1)+l$ and shift the index in the part with $l$. The identity $\sin^2\alpha+\sin^2\beta-2\sin\alpha\sin\beta\cos(\alpha-\beta)=\sin^2(\alpha-\beta)$ then yields
\begin{equation}
 \sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).
\end{equation}
With the three phase shifts above and the higher ones neglected,
\begin{equation}
 \sigma_{\rm tr}\approx\frac{4\pi}{1.364^2}\,(0.280+0.066+0.003)
 \approx2.36\ \text{square angstrom}.
\end{equation}
Equation \eqref{eq:tube} gives $Z_w\approx-78$. The sum with higher phase shifts included gives $-77.6$, which by \eqref{eq:scaling} corresponds to 1.32 microohm cm per atomic percent. The closeness to the given 1.3 depends on the chosen barrier shape and radius. With the screening condition kept, a radius 15 percent smaller gives about 1.7 and a radius 15 percent larger about 0.9 microohm cm per atomic percent. The agreement therefore does not measure the accuracy of jellium for copper.

\section{Variation 2: a host that scatters unevenly}

\textbf{Question.} Keep the spherical Fermi surface, but let the host relaxation rate $r(\mu)$ depend on $\mu=\cos\theta_k$, the direction relative to the field, with $r(-\mu)=r(\mu)$. Does \eqref{eq:scaling} survive for dilute vacancies?

\textbf{Solution.} Write $\delta f=\delta(\varepsilon-\varepsilon_F)\,\phi(\mu)$. The force keeps a simple form. Summing \eqref{eq:onek} over any such $\delta f$ gives $F_{\rm wind}=k_F\sigma_{\rm tr}J$, where $J$ is the electron flux, because velocity equals wavevector. With $J=-E/\rho$,
\begin{equation}
 Z_w=-\frac{k_F\sigma_{\rm tr}}{\rho}.
 \label{eq:direct}
\end{equation}

The added resistivity behaves differently. Let $G=-E$ be the force on an electron, $D=k_F/\pi^2$ the density of states per volume, and $\langle\cdot\rangle$ the average over $\mu$. The Boltzmann equation is $(r+cC)\phi=Gk_F\mu$, where $C$ describes vacancy scattering per unit $c$. To first order in $c$, $\phi=\phi_0-c\,r^{-1}C\phi_0$ with $\phi_0=Gk_F\mu/r$. The flux $J=Dk_F\langle\mu\phi\rangle$ then changes by $-cD\langle\phi_0C\phi_0\rangle/G$. Since $\rho=G/J$,
\begin{equation}
 \frac{d\rho}{dc}=\frac{D\,\langle\phi_0C\phi_0\rangle}{J^2}.
\end{equation}
Expand $\phi_0=\sum_la_lP_l(\mu)$. A spherical scatterer does not mix the $P_l$; it relaxes each at a rate $\Gamma_l=Nk_F\int|f|^2(1-P_l)\,d\Omega\geq0$. With $\langle P_l^2\rangle=1/(2l+1)$, $J=Dk_Fa_1/3$ and $Dk_F^2/3=n$,
\begin{equation}
 \frac{d\rho}{dc}=\frac{Nk_F\sigma_{\rm tr}}{n}
 \left[1+\sum_{l=3,5,\dots}\frac{3}{2l+1}\,\frac{\Gamma_l a_l^2}{\Gamma_1a_1^2}\right].
\end{equation}
Even $l$ are absent because $\phi_0$ is odd in $\mu$. The higher harmonics add resistivity but, by \eqref{eq:direct}, no force at given $\rho$. Within this model the scaling formula therefore overestimates $|Z_w|$ whenever these harmonics are present and relaxed by the vacancy.

For an example, take $r\propto1+5\mu^2$, scaled so that the host resistivity along the field is 1.7 microohm cm. Use the barrier of Variation 1 with its height lowered to 6.23 eV, which gives 1.3 microohm cm per atomic percent in an isotropic host. Solving the Boltzmann equation numerically on 40 Gauss--Legendre directions, at $c=10^{-6}$, gives a true wind valence of $-76.5$. The resistivity ratio in the same host gives $-107$, a magnitude larger by the factor 1.40. The assumed rate is uniaxial about the field, so this factor is not an estimate for cubic copper. The simple scaling thus needs a rigidly shifted Fermi sphere, which a small vacancy concentration does not ensure. Low concentration serves a different purpose: together with random, unclustered positions, it supports treating the vacancies as independent scatterers.

Numbers in the example were calculated in double precision.
